**Chern number modulo n from rotation eigenvalues**

For a gapped two-dimensional crystal with an n-fold rotation, the program tests that exp(2πiC/n) equals the product of the rotation eigenvalues of the occupied bands at the rotation centres of the Brillouin zone, times a spin factor. Here C is the Chern number, N is the number of occupied bands, and F is 0 for spinless and 1 for spinful electrons; the spin factor is (−1)^(FN) for n = 3, 4, 6 and 1 for n = 2. Symmetric models with random hoppings, including orbitals away from the rotation axis, are drawn for each n and F, and cases that the k grid cannot resolve are left out. For the rest, the program asserts that the eigenvalue product agrees with the Chern number found from the whole zone and with the Berry phase around one n-th of the zone. Each of the eight groups contains 12 or 13 resolved cases, with Chern numbers between −6 and 4 overall. For a square-lattice model and the Haldane model, it also asserts that the integrated Berry curvature gives the same Chern number and, at a sample point, that the curvature is unchanged by the rotation. The square-lattice model gives C = 1, −1 and 0 for μ = −1, 1 and 3, and the Haldane model gives C = −1.

## Verification by program

```python
"""Chern number modulo n from rotation eigenvalues of occupied Bloch states.

Result under test, for a gapped 2D crystal with rotation C_n, C_n^n = (-1)^F:
  exp(2 pi i C/n) = s * product of rotation eigenvalues over occupied bands
and over the inequivalent rotation centres of the Brillouin zone, where
s = (-1)^(F*N) for n = 3, 4, 6 and s = 1 for n = 2; N = occupied bands.
C   : Chern number, A = i<u|grad u>, curvature = dAy/dkx - dAx/dky
F   : 0 spinless, 1 spinful;  V(G) = exp(-i G.r) shifts u(k) to u(k+G)
Lattice constant 1; energies in units of the hopping.
Chern numbers come from the whole zone, eigenvalues from single k points.
"""
import numpy as np

rng = np.random.default_rng(20)


def rotation(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s], [s, c]])


def dagger(a):
    return np.conj(np.swapaxes(a, -1, -2))


def direct_lattice(n):
    """Rows are the primitive vectors; oblique for n = 2."""
    if n == 2:
        return np.array([[1.0, 0.0], [0.3, 1.2]])
    if n == 4:
        return np.eye(2)
    return np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])


class Model:
    def __init__(self, n, F, sites, C, hamiltonian):
        self.n, self.F, self.sites, self.C = n, F, sites, C
        self.H = hamiltonian
        self.lattice = direct_lattice(n)
        self.recip = 2 * np.pi * np.linalg.inv(self.lattice).T
        self.dim = len(sites)

    def V(self, G):
        return np.diag(np.exp(-1j * self.sites @ G))

    def check_symmetry(self):
        k = rng.normal(size=2)
        R = rotation(2 * np.pi / self.n)
        Hk = self.H(k)
        assert np.allclose(self.C @ Hk @ dagger(self.C), self.H(R @ k),
                           atol=1e-9)
        for G in self.recip:
            V = self.V(G)
            assert np.allclose(V @ Hk @ dagger(V), self.H(k + G), atol=1e-9)
        power = np.linalg.matrix_power(self.C, self.n)
        assert np.allclose(power, (-1) ** self.F * np.eye(self.dim))


def zone_geometry(model):
    """Rotation centres (name, k, order) and corners of 1/n of the zone."""
    n, (b1, b2) = model.n, model.recip
    zero = np.zeros(2)
    if n == 2:
        centres = [("Gamma", zero, 2), ("X", b1 / 2, 2), ("Y", b2 / 2, 2),
                   ("M", (b1 + b2) / 2, 2)]
        corners = [-b2 / 2, (b1 - b2) / 2, (b1 + b2) / 2, b2 / 2]
    elif n == 4:
        X, Y = b1 / 2, b2 / 2
        centres = [("Gamma", zero, 4), ("M", X + Y, 4), ("X", X, 2)]
        corners = [zero, X, X + Y, Y]
    else:
        K = np.array([4 * np.pi / 3, 0.0])
        K1, K2 = rotation(np.pi / 3) @ K, rotation(2 * np.pi / 3) @ K
        M = (K + K1) / 2
        if n == 3:
            centres = [("Gamma", zero, 3), ("K", K, 3), ("K'", K1, 3)]
            corners = [zero, K, K1, K2]
        else:
            centres = [("Gamma", zero, 6), ("K", K, 3), ("M", M, 2)]
            corners = [zero, K, M, K1]
    return centres, corners


def rotation_eigenvalues(model, nocc):
    """Eigenvalues on occupied states at every rotation centre."""
    result = []
    for name, k, order in zone_geometry(model)[0]:
        G = k - rotation(2 * np.pi / order) @ k
        C_order = np.linalg.matrix_power(model.C, model.n // order)
        operator = model.V(G) @ C_order
        Hk = model.H(k)
        assert np.allclose(operator @ Hk, Hk @ operator, atol=1e-8)
        occupied = np.linalg.eigh(Hk)[1][:, :nocc]
        block = dagger(occupied) @ operator @ occupied
        result.append((name, order, np.linalg.eigvals(block)))
    return result


def indicator(model, nocc):
    product = np.prod([np.prod(v) for _, _, v in
                       rotation_eigenvalues(model, nocc)])
    sign = 1 if model.n == 2 else (-1) ** (model.F * nocc)
    return sign * product


def zone_links(model, N=36):
    """Energies and overlaps <u(k+dk)|u(k)> on a grid of the whole zone."""
    b1, b2 = model.recip
    i, j = np.meshgrid(np.arange(N), np.arange(N), indexing="ij")
    k = (i[..., None] * b1 + j[..., None] * b2) / N
    energy, u = np.linalg.eigh(model.H(k))
    u = np.concatenate([u, model.V(b1) @ u[:1]], axis=0)
    u = np.concatenate([u, model.V(b2) @ u[:, :1]], axis=1)
    return energy, dagger(u[1:]) @ u[:-1], dagger(u[:, 1:]) @ u[:, :-1]


def lattice_chern(links, nocc):
    _, o1, o2 = links
    d1 = np.linalg.det(o1[..., :nocc, :nocc])
    d2 = np.linalg.det(o2[..., :nocc, :nocc])
    flux = np.angle(d1[:, :-1] * d2[1:] * np.conj(d1[:, 1:] * d2[:-1]))
    C = flux.sum() / (2 * np.pi)
    assert abs(C - round(C)) < 1e-7
    return int(round(C)), np.abs(flux).max()


def domain_overlaps(model, steps=24):
    """Overlaps along the closed boundary of 1/n of the zone."""
    corners = zone_geometry(model)[1]
    s = np.arange(steps)[:, None] / steps
    path = np.concatenate([a + s * (b - a) for a, b in
                           zip(corners, corners[1:] + corners[:1])])
    u = np.linalg.eigh(model.H(path))[1]
    return dagger(np.roll(u, -1, axis=0)) @ u


def loop_phase(overlaps, nocc):
    d = np.linalg.det(overlaps[:, :nocc, :nocc])
    return np.prod(d / np.abs(d))


def curvature(model, k, nocc, h=1e-4):
    """Berry curvature from the sum over occupied and empty states."""
    ex, ey = np.array([h, 0.0]), np.array([0.0, h])
    E, u = np.linalg.eigh(model.H(k))
    X = dagger(u) @ (model.H(k + ex) - model.H(k - ex)) @ u / (2 * h)
    Y = dagger(u) @ (model.H(k + ey) - model.H(k - ey)) @ u / (2 * h)
    gap = E[..., :nocc, None] - E[..., None, nocc:]
    terms = X[..., :nocc, nocc:] * np.swapaxes(Y[..., nocc:, :nocc], -1, -2)
    return -2 * np.imag((terms / gap**2).sum(axis=(-1, -2)))


def curvature_chern(model, nocc, N=60):
    b1, b2 = model.recip
    i, j = np.meshgrid(np.arange(N), np.arange(N), indexing="ij")
    k = (i[..., None] * b1 + j[..., None] * b2) / N
    area = abs(np.linalg.det(model.recip))
    return curvature(model, k, nocc).mean() * area / (2 * np.pi)


def random_model(n, F):
    """Random hoppings made C_n symmetric by averaging over rotations."""
    lattice = direct_lattice(n)
    R = rotation(2 * np.pi / n)
    third = 1 / 3
    seeds = {2: [(0, 0), (0, 0), (0.5, 0), (0.2, 0.35)],
             3: [(0, 0), (0, 0), (third, third), (2 * third, 2 * third)],
             4: [(0, 0), (0, 0), (0.5, 0.5), (0.5, 0)],
             6: [(0, 0), (third, third), (0.5, 0)]}[n]
    sites, blocks = [], []
    for seed in seeds:
        first = np.array(seed, float) @ lattice
        site, length = first, 0
        while True:
            sites.append(site)
            length += 1
            site = R @ site
            shift = (site - first) @ np.linalg.inv(lattice)
            if np.allclose(shift, np.round(shift), atol=1e-9):
                break
        phase = np.exp(2j * np.pi * (rng.integers(n) + F / 2) / n)
        blocks.append(phase * np.roll(np.eye(length), 1, axis=0))
    sites = np.array(sites)
    dim = len(sites)
    C = np.zeros((dim, dim), complex)
    start = 0
    for block in blocks:
        stop = start + len(block)
        C[start:stop, start:stop] = block
        start = stop
    cells = np.array([(a, b) for a in (-1, 0, 1) for b in (-1, 0, 1)])
    cells = cells @ lattice
    hop = rng.normal(size=(9, dim, dim)) + 1j * rng.normal(size=(9, dim, dim))
    # hoppings decay with distance, so bands vary smoothly on the k grid
    hop = hop * np.exp(-0.7 * (cells**2).sum(axis=1))[:, None, None]
    powers = [np.linalg.matrix_power(C, j) for j in range(n)]

    def unsymmetrized(k):
        h = np.tensordot(np.exp(-1j * k @ cells.T), hop, axes=(-1, 0))
        h = h + dagger(h)
        v = np.exp(-1j * k @ sites.T)
        return v[..., :, None] * h * np.conj(v[..., None, :])

    def hamiltonian(k):
        k = np.asarray(k, float)
        return sum(P @ unsymmetrized(k @ rotation(2 * np.pi * j / n))
                   @ dagger(P) for j, P in enumerate(powers)) / n

    return Model(n, F, sites, C, hamiltonian)


def square_model(mu, F=1):
    sx = np.array([[0, 1], [1, 0]], complex)
    sy = np.array([[0, -1j], [1j, 0]])
    sz = np.diag([1.0 + 0j, -1.0])

    def hamiltonian(k):
        k = np.asarray(k, float)
        x, y = k[..., 0, None, None], k[..., 1, None, None]
        return (np.sin(x) * sx + np.sin(y) * sy
                + (mu - np.cos(x) - np.cos(y)) * sz)

    C = np.diag(np.exp(-1j * np.pi / 4 * np.array([1, -1])))
    if F == 0:
        C = np.exp(1j * np.pi / 4) * C
    return Model(4, F, np.zeros((2, 2)), C, hamiltonian)


def haldane_model(t1, t2, phi):
    a = direct_lattice(6)
    site_a = (a[0] + a[1]) / 3
    site_b = rotation(np.pi / 3) @ site_a
    turns = [rotation(2 * np.pi * j / 3) for j in range(3)]
    near = np.array([R @ (site_b - site_a) for R in turns])
    far = np.array([R @ a[0] for R in turns])

    def hamiltonian(k):
        k = np.asarray(k, float)
        H = np.zeros(k.shape[:-1] + (2, 2), complex)
        H[..., 1, 0] = t1 * np.exp(-1j * k @ near.T).sum(-1)
        H[..., 0, 1] = np.conj(H[..., 1, 0])
        H[..., 0, 0] = 2 * t2 * np.cos(k @ far.T + phi).sum(-1)
        H[..., 1, 1] = 2 * t2 * np.cos(k @ far.T - phi).sum(-1)
        return H

    C = np.array([[0, 1], [1, 0]], complex)
    return Model(6, 0, np.array([site_a, site_b]), C, hamiltonian)


def show(z):
    return f"{round(z.real, 4) + 0.0:+.4f}{round(z.imag, 4) + 0.0:+.4f}i"


def exposes_wrong_sign(cherns, n):
    """Odd C for n = 2; otherwise C and -C that differ modulo n."""
    if n == 2:
        return any(C % 2 for C in cherns)
    return any((2 * C) % n for C in cherns)


print("Random symmetric models (all numbers dimensionless)")
for n in (2, 3, 4, 6):
    for F in (0, 1):
        cherns, worst_formula, worst_loop = [], 0.0, 0.0
        tried = 0
        while tried < 80 and not (len(cherns) >= 12
                                  and exposes_wrong_sign(cherns, n)):
            tried += 1
            model = random_model(n, F)
            model.check_symmetry()
            links = zone_links(model)
            around = domain_overlaps(model)
            E = links[0]
            for nocc in range(1, model.dim):
                # a near-closed gap is not resolved by the k grid
                gap = (E[..., nocc] - E[..., nocc - 1]).min()
                if gap < 0.03 * (E.max() - E.min()):
                    continue
                C, largest_flux = lattice_chern(links, nocc)
                if largest_flux > 1.5:
                    continue
                value = indicator(model, nocc)
                worst_formula = max(worst_formula, abs(
                    value - np.exp(2j * np.pi * C / n)))
                worst_loop = max(worst_loop, abs(
                    value - loop_phase(around, nocc)))
                cherns.append(C)
        assert worst_formula < 1e-7 and worst_loop < 1e-7
        assert len(cherns) >= 10
        assert exposes_wrong_sign(cherns, n)
        found = " ".join(str(C) for C in sorted(set(cherns)))
        print(f"n={n} F={F}: {len(cherns)} resolved cases from {tried} "
              f"models, C found: {found}")

t1, t2, phi = -1.0, 0.2, np.pi / 2
examples = [("square mu=1, spinful labels", square_model(1.0)),
            ("square mu=1, spinless labels", square_model(1.0, F=0)),
            ("square mu=-1, spinful labels", square_model(-1.0)),
            ("square mu=3, spinful labels", square_model(3.0)),
            (f"Haldane t1={t1} t2={t2} phi={phi:.4f} rad",
             haldane_model(t1, t2, phi))]
print("Worked examples, lower band occupied (energies in hopping units)")
for title, model in examples:
    model.check_symmetry()
    links = zone_links(model)
    C, _ = lattice_chern(links, 1)
    C_integral = curvature_chern(model, 1)
    value = indicator(model, 1)
    k = np.array([0.7, 0.4])
    turned = rotation(2 * np.pi / model.n) @ k
    assert abs(curvature(model, k, 1) - curvature(model, turned, 1)) < 1e-6
    assert abs(C_integral - C) < 1e-5
    assert abs(value - np.exp(2j * np.pi * C / model.n)) < 1e-8
    assert abs(value - loop_phase(domain_overlaps(model), 1)) < 1e-8
    gap = (links[0][..., 1] - links[0][..., 0]).min()
    print(f"{title}: n={model.n} F={model.F}, smallest grid gap {gap:.4f}")
    for name, order, values in rotation_eigenvalues(model, 1):
        print(f"  {name}: {order}-fold eigenvalue {show(values[0])}")
    print(f"  product with spin factor {show(value)}")
    print(f"  C: links {C}, curvature integral {C_integral:.6f}")

print("OK")
```

Printed output:

```
Random symmetric models (all numbers dimensionless)
n=2 F=0: 12 resolved cases from 6 models, C found: -2 -1 0 1
n=2 F=1: 12 resolved cases from 8 models, C found: -1 0 2
n=3 F=0: 13 resolved cases from 8 models, C found: -3 -2 -1 0 1 2 3
n=3 F=1: 12 resolved cases from 9 models, C found: -2 -1 0 1 2
n=4 F=0: 12 resolved cases from 5 models, C found: -2 -1 0 1
n=4 F=1: 13 resolved cases from 7 models, C found: -3 -1 0 1 2
n=6 F=0: 12 resolved cases from 8 models, C found: -3 -2 -1 0 1 3 4
n=6 F=1: 12 resolved cases from 7 models, C found: -6 -5 -3 -2 -1 0 1
Worked examples, lower band occupied (energies in hopping units)
square mu=1, spinful labels: n=4 F=1, smallest grid gap 2.0000
  Gamma: 4-fold eigenvalue +0.7071-0.7071i
  M: 4-fold eigenvalue +0.7071+0.7071i
  X: 2-fold eigenvalue +0.0000+1.0000i
  product with spin factor +0.0000-1.0000i
  C: links -1, curvature integral -1.000000
square mu=1, spinless labels: n=4 F=0, smallest grid gap 2.0000
  Gamma: 4-fold eigenvalue +1.0000+0.0000i
  M: 4-fold eigenvalue +0.0000+1.0000i
  X: 2-fold eigenvalue -1.0000+0.0000i
  product with spin factor +0.0000-1.0000i
  C: links -1, curvature integral -1.000000
square mu=-1, spinful labels: n=4 F=1, smallest grid gap 2.0000
  Gamma: 4-fold eigenvalue +0.7071-0.7071i
  M: 4-fold eigenvalue +0.7071+0.7071i
  X: 2-fold eigenvalue +0.0000-1.0000i
  product with spin factor +0.0000+1.0000i
  C: links 1, curvature integral 1.000000
square mu=3, spinful labels: n=4 F=1, smallest grid gap 2.0000
  Gamma: 4-fold eigenvalue +0.7071+0.7071i
  M: 4-fold eigenvalue +0.7071+0.7071i
  X: 2-fold eigenvalue +0.0000+1.0000i
  product with spin factor +1.0000+0.0000i
  C: links 0, curvature integral -0.000000
Haldane t1=-1.0 t2=0.2 phi=1.5708 rad: n=6 F=0, smallest grid gap 2.0000
  Gamma: 6-fold eigenvalue +1.0000+0.0000i
  K: 3-fold eigenvalue -0.5000+0.8660i
  M: 2-fold eigenvalue -1.0000+0.0000i
  product with spin factor +0.5000-0.8660i
  C: links -1, curvature integral -1.000000
OK
```
